# The Thickest Overlayer Measurable from One Percent of Substrate Photoemission: verification in Python

```python
"""Thickest overlayer measurable by substrate photoelectron attenuation.

Result under test: d_max = L*cos(theta)*ln(1/R_min), which is 4.6 L for
R_min = 0.01 at normal emission.
L: effective attenuation length in the overlayer; theta: emission angle from
the surface normal; R_min: smallest accepted ratio of covered to bare
substrate intensity. Lengths are in nm. Also tested: counting uncertainty,
the effect of uncovered area, and the effect of elastic scattering.
"""
import numpy as np
from scipy.linalg import toeplitz
from scipy.optimize import brentq
from scipy.special import expn

rng = np.random.default_rng(2718)
L = 2.0
L_substrate = 1.5
R_min = 0.01


def thickness_limit(length, angle_deg, fraction):
    return length * np.cos(np.radians(angle_deg)) * np.log(1 / fraction)


def sliced_intensity(thickness, angle_deg):
    """Sum substrate emission after removing electrons slice by slice."""
    cosine = np.cos(np.radians(angle_deg))
    n_film, n_sub = 20000, 20000
    film_loss = np.full(n_film, thickness / n_film / (L * cosine))
    step = 20 * L_substrate / n_sub
    sub_loss = np.full(n_sub, step / (L_substrate * cosine))
    survival = np.cumprod(1 - np.concatenate((film_loss, sub_loss)))
    return step * survival[n_film:].sum()


def sliced_ratio(thickness, angle_deg):
    return (sliced_intensity(thickness, angle_deg)
            / sliced_intensity(0.0, angle_deg))


# Thickness limit from the slice sum; first-order slice error is about 1e-4.
limits = {}
slice_limits = {}
for angle in (0, 60):
    limits[angle] = thickness_limit(L, angle, R_min)
    slice_limits[angle] = brentq(
        lambda d: sliced_ratio(d, angle) - R_min, 0.1, 20.0)
    assert abs(slice_limits[angle] / limits[angle] - 1) < 3e-4

# Counting uncertainty: background is measured in an equal separate window.
bare_counts = 100000
background = 2000
net_counts = bare_counts * R_min
sigma_counts = np.sqrt(net_counts + 2 * background)
sigma_d = L * sigma_counts / net_counts
peak_window = rng.poisson(net_counts + background, 200000)
side_window = rng.poisson(background, 200000)
simulated_net = peak_window - side_window
assert simulated_net.min() > 0
simulated_d = L * np.log(bare_counts / simulated_net)
simulated_sigma = simulated_d.std()
# The logarithm's curvature changes the linear estimate by under 2 percent.
assert abs(simulated_sigma / sigma_d - 1) < 0.02

# Uncovered area: average the slice result over a pixel thickness map.
open_fraction = 0.01
film_d = limits[0]
pixel_map = np.full(10000, film_d)
pixel_map[:100] = 0.0
levels, counts = np.unique(pixel_map, return_counts=True)
map_ratio = sum(c * sliced_ratio(d, 0)
                for d, c in zip(levels, counts)) / pixel_map.size
hole_ratio = open_fraction + (1 - open_fraction) * np.exp(-film_d / L)
apparent_d = L * np.log(1 / hole_ratio)
hole_ceiling = L * np.log(1 / open_fraction)
assert abs(map_ratio / hole_ratio - 1) < 1e-3
assert apparent_d < hole_ceiling

# Elastic scattering: depth response from the transport integral equation.
inelastic = 2.5
elastic = 10.0
total = 1 / (1 / inelastic + 1 / elastic)
omega = total / elastic


def transport_limit(n_cells):
    """Depth in total mean free paths at which the ratio equals R_min."""
    h = 25.0 / n_cells
    depth = (np.arange(n_cells) + 0.5) * h
    separation = np.arange(1, n_cells) * h
    column = np.empty(n_cells)
    column[0] = 2 * (1 - expn(2, h / 2))
    column[1:] = expn(2, separation - h / 2) - expn(2, separation + h / 2)
    matrix = np.eye(n_cells) - 0.5 * omega * toeplitz(column)
    response = np.linalg.solve(matrix, np.exp(-depth))
    tail = np.cumsum(response[::-1])[::-1]
    edges = np.arange(n_cells) * h
    log_ratio = np.log(tail / tail[0])
    return np.interp(-np.log(R_min), -log_ratio, edges)


tau_limit = transport_limit(1000)
assert abs(tau_limit / transport_limit(500) - 1) < 2e-3


def monte_carlo_emission(top_depth, samples=400000):
    """Normal emission from isotropic sources below top_depth."""
    start = top_depth + rng.exponential(2.0, samples)
    source_weight = 2 * np.exp((start - top_depth) / 2)
    depth = start.copy()
    score = np.exp(-depth)
    alive = np.ones(samples, dtype=bool)
    weight = 1.0
    for _ in range(10):
        direction = rng.uniform(-1, 1, samples)
        depth = depth + direction * rng.exponential(1.0, samples)
        alive &= depth > 0
        weight *= omega
        score += weight * np.where(alive, np.exp(-np.maximum(depth, 0)), 0)
    return np.mean(source_weight * score)


mc_ratio = monte_carlo_emission(tau_limit) / monte_carlo_emission(0.0)
# Three percent allows for the sampling noise of the deep-source estimate.
assert abs(mc_ratio / R_min - 1) < 0.03
transport_d = tau_limit * total
effective_L = transport_d / np.log(1 / R_min)
naive_d = thickness_limit(inelastic, 0, R_min)
assert effective_L < inelastic
assert transport_d < naive_d

print(f"Required retained fraction: {100 * R_min:.1f} %")
print(f"Limit / attenuation length, normal: {limits[0] / L:.4f} (no unit)")
for fraction in (0.10, 0.05, 0.001):
    multiple = thickness_limit(1.0, 0, fraction)
    print(f"Limit / L for {100 * fraction:.1f} % retained: "
          f"{multiple:.3f} (no unit)")
print(f"Effective attenuation length L: {L:.2f} nm")
print(f"Substrate attenuation length: {L_substrate:.2f} nm")
for angle in (0, 60):
    print(f"Thickness limit at {angle} degrees: {limits[angle]:.3f} nm")
    print(f"Slice-sum limit at {angle} degrees: "
          f"{slice_limits[angle]:.3f} nm")
print(f"Bare net signal: {bare_counts} counts")
print(f"Covered net signal at limit: {net_counts:.0f} counts")
print(f"Background in peak window: {background} counts")
print(f"Net-count standard deviation: {sigma_counts:.1f} counts")
print(f"Relative count uncertainty: {100*sigma_counts/net_counts:.2f} %")
print(f"Thickness uncertainty, formula: {sigma_d:.3f} nm")
print(f"Thickness uncertainty, simulated: {simulated_sigma:.3f} nm")
print(f"Relative thickness uncertainty: {100*sigma_d/limits[0]:.2f} %")
print(f"Uncovered area: {100 * open_fraction:.1f} %")
print(f"Retained signal with uncovered area: {100 * hole_ratio:.2f} %")
print(f"Retained signal from pixel map: {100 * map_ratio:.2f} %")
print(f"Apparent thickness with uncovered area: {apparent_d:.3f} nm")
print(f"Ceiling on apparent thickness: {hole_ceiling:.3f} nm")
print(f"Transport model inelastic length: {inelastic:.2f} nm")
print(f"Transport model elastic length: {elastic:.2f} nm")
print(f"Total mean free path: {total:.2f} nm")
print(f"Elastic share of scattering events: {omega:.2f} (no unit)")
print(f"Limit in total mean free paths: {tau_limit:.3f} (no unit)")
print(f"Thickness limit with elastic scattering: {transport_d:.2f} nm")
print(f"Effective length from this limit: {effective_L:.3f} nm")
print(f"Limit using inelastic length alone: {naive_d:.2f} nm")
print(f"Overestimate by inelastic length: "
      f"{100 * (naive_d / transport_d - 1):.1f} %")
print(f"Monte Carlo retained signal: {100 * mc_ratio:.2f} %")
print("OK")
```

It prints:

```
Required retained fraction: 1.0 %
Limit / attenuation length, normal: 4.6052 (no unit)
Limit / L for 10.0 % retained: 2.303 (no unit)
Limit / L for 5.0 % retained: 2.996 (no unit)
Limit / L for 0.1 % retained: 6.908 (no unit)
Effective attenuation length L: 2.00 nm
Substrate attenuation length: 1.50 nm
Thickness limit at 0 degrees: 9.210 nm
Slice-sum limit at 0 degrees: 9.209 nm
Thickness limit at 60 degrees: 4.605 nm
Slice-sum limit at 60 degrees: 4.605 nm
Bare net signal: 100000 counts
Covered net signal at limit: 1000 counts
Background in peak window: 2000 counts
Net-count standard deviation: 70.7 counts
Relative count uncertainty: 7.07 %
Thickness uncertainty, formula: 0.141 nm
Thickness uncertainty, simulated: 0.142 nm
Relative thickness uncertainty: 1.54 %
Uncovered area: 1.0 %
Retained signal with uncovered area: 1.99 %
Retained signal from pixel map: 1.99 %
Apparent thickness with uncovered area: 7.834 nm
Ceiling on apparent thickness: 9.210 nm
Transport model inelastic length: 2.50 nm
Transport model elastic length: 10.00 nm
Total mean free path: 2.00 nm
Elastic share of scattering events: 0.20 (no unit)
Limit in total mean free paths: 4.783 (no unit)
Thickness limit with elastic scattering: 9.57 nm
Effective length from this limit: 2.077 nm
Limit using inelastic length alone: 11.51 nm
Overestimate by inelastic length: 20.4 %
Monte Carlo retained signal: 1.00 %
OK
```
